# Which signs in the Luttinger-Kohn valence-band matrix are conventions?

Suppose you are coding a four-band valence-band calculation and have two versions of the Luttinger-Kohn matrix before you. They differ in the signs of the elements called $S$. You must decide whether to copy one version whole, or whether any choice of signs will do. The decision matters: one reversed sign can put a hole band inside the energy gap.

The belief that the signs are mere convention has a sound core. The phase of each basis state is free, and changing it changes the phases of off-diagonal elements. Energies also contain $|S|^2$ and $|R|^2$, which seem blind to sign. Reversing both $S$ entries is indeed harmless. Reversing one is not, and the difference can be traced to the spin-3/2 algebra.

## Where the signs come from

Take a cubic bulk crystal with inversion symmetry and no magnetic field, and drop the split-off band. Count hole energies as positive downward from the valence edge. In atomic units,

$$H=\tfrac12\left(\gamma_1+\tfrac52\gamma_2\right)k^2-\gamma_2\sum_i k_i^2J_i^2-2\gamma_3\sum_{i<j}k_ik_j\{J_i,J_j\},$$

with $\{A,B\}=(AB+BA)/2$. The basis is $|3/2\rangle,|1/2\rangle,|-1/2\rangle,|-3/2\rangle$, numbered 1 to 4, with the standard phases that make the elements of $J_+$ positive: $\sqrt3,\,2,\,\sqrt3$ from top to bottom.

**Diagonal.** In a state $m$, $\langle J_x^2\rangle=\langle J_y^2\rangle=(15/4-m^2)/2$, which is $3/4$ for $m=\pm3/2$ and $7/4$ for $m=\pm1/2$. The products $\{J_i,J_j\}$ with $i\ne j$ have no diagonal elements. For $m=\pm3/2$ the $\gamma_2$ terms are therefore

$$\gamma_2\left[\left(\tfrac54-\tfrac34\right)(k_x^2+k_y^2)+\left(\tfrac54-\tfrac94\right)k_z^2\right]=\tfrac12\gamma_2(k_x^2+k_y^2-2k_z^2)\equiv Q.$$

For $m=\pm1/2$ the brackets are $5/4-7/4=-1/2$ and $5/4-1/4=1$, which gives $-Q$. With $P=\gamma_1k^2/2$ the diagonal is $P+Q,\,P-Q,\,P-Q,\,P+Q$.

**Neighbouring states.** Only $\{J_x,J_z\}$ and $\{J_y,J_z\}$ change $m$ by one. Since $J_z$ acts once on each side,

$$\langle m+1|\{J_x,J_z\}|m\rangle=\left(m+\tfrac12\right)\langle m+1|J_x|m\rangle,$$

and likewise for $J_y$. The factor is the mean $m$ of the two states: $+1$ for the upper pair, $0$ for the middle pair and $-1$ for the lower pair. In both outer pairs $J_x$ has the element $\sqrt3/2$ and $J_y$ has $-i\sqrt3/2$. Hence

$$H_{12}=-S,\qquad H_{23}=0,\qquad H_{34}=+S,\qquad S=\sqrt3\,\gamma_3(k_x-ik_y)k_z.$$

**States two apart.** Here $J_+^2$ has the element $2\sqrt3$ for both pairs. From $J_x=(J_++J_-)/2$ and $J_y=(J_+-J_-)/2i$, the elements of $J_x^2$, $J_y^2$ and $\{J_x,J_y\}$ are $\sqrt3/2$, $-\sqrt3/2$ and $-i\sqrt3/2$. Thus

$$H_{13}=H_{24}=R=\tfrac{\sqrt3}{2}\left[-\gamma_2(k_x^2-k_y^2)+2i\gamma_3k_xk_y\right].$$

No term changes $m$ by three, so $H_{14}=0$.

## The right matrix has two doublets

Subtract $P$ and write the matrix in $2\times2$ blocks:

$$M=\begin{pmatrix}A&R\\R^*&-A\end{pmatrix},\qquad A=\begin{pmatrix}Q&-S\\-S^*&-Q\end{pmatrix}.$$

The lower block is $-A$ because the two $S$ entries have opposite signs. In $M^2$ the off-diagonal blocks are $AR-RA=0$ and its adjoint, since $R$ is a number. The diagonal blocks are $A^2+|R|^2$, with $A^2=Q^2+|S|^2$. So $M^2$ is a multiple of the unit matrix. As $M$ has zero trace, each sign of the root occurs twice:

$$E=P\pm\sqrt{Q^2+|R|^2+|S|^2}\quad\text{(each twice)}.$$

Now reverse both $S$ entries. The matrix $U=\mathrm{diag}(1,-1,1,-1)$ multiplies $H_{ij}$ by $u_iu_j$, which reverses $H_{12}$ and $H_{34}$ and leaves $H_{13}$ and $H_{24}$ alone. The spectrum is unchanged. Up to a common phase, $U$ is the rotation by $\pi$ about $z$, since $e^{-i\pi m}$ takes the values $i,-i,i,-i$. The same reversal follows from $(k_x,k_y)\to(-k_x,-k_y)$, which changes $S$ but not $R$.

## One reversed sign gives four levels

Reverse $H_{34}$ alone. The lower block becomes

$$B=\begin{pmatrix}-Q&-S\\-S^*&Q\end{pmatrix},\qquad A+B=-2\Sigma,\qquad \Sigma=\begin{pmatrix}0&S\\S^*&0\end{pmatrix}.$$

The squares $A^2$ and $B^2$ still equal $Q^2+|S|^2$, but the off-diagonal blocks of the square no longer cancel:

$$M'^2=Q^2+|R|^2+|S|^2+N,\qquad N=-2\begin{pmatrix}0&R\Sigma\\R^*\Sigma&0\end{pmatrix}.$$

Because $\Sigma^2=|S|^2$, we have $N^2=4|R|^2|S|^2$. The matrix $N$ is traceless, so its eigenvalues are $\pm2|R||S|$, each twice, and those of $M'^2$ are $Q^2+(|R|\pm|S|)^2$.

It remains to find the signs of the roots. $N$ commutes with $M'$, being $M'^2$ minus a number. Also $\mathrm{Tr}\,M'=0$, and $\mathrm{Tr}(M'N)=-4|R|^2\,\mathrm{Tr}\,\Sigma=0$. For $RS\neq0$ these two conditions make $M'$ traceless within each two-dimensional eigenspace of $N$, so each contains one positive and one negative root:

$$E=P\pm\sqrt{Q^2+(|R|\pm|S|)^2},$$

with independent signs. Reversing $H_{12}$ instead gives the same levels, because $U$ turns one case into the other.

The Kramers pairs are lost wherever $R$ and $S$ are both nonzero, but one exception to "no degeneracy" remains. If $Q=0$ and $|R|=|S|$, the two middle levels meet at $P$, while the outer two stay single. This is an accidental touching. On the cone $Q=0$, where $k_x^2+k_y^2=2k_z^2$, the condition $|R|=|S|$ reads

$$\gamma_2^2\cos^22\varphi+\gamma_3^2\sin^22\varphi=2\gamma_3^2,$$

with $\varphi$ the azimuth. It needs $\gamma_2\ge\sqrt2\,\gamma_3$.

For small $S$ the splitting is gentle. The two squared roots differ by $4|R||S|$, so the roots differ by about $2|R||S|/\sqrt{Q^2+|R|^2}$. Near the plane $k_z=0$ this is linear in $k_z$ and could be taken for a real spin splitting. The matrix used here contains no term that breaks inversion symmetry, so any such splitting is an error.

## What time reversal fixes

Time reversal acts as $\Theta|m\rangle=(-1)^{3/2-m}|-m\rangle$, with complex conjugation of coefficients. Applied twice it gives $(-1)^{3/2-m}(-1)^{3/2+m}=-1$. It turns $k$ into $-k$, but $H$ is even in $k$, so $\Theta H=H\Theta$ at each $k$. Comparing coefficients of $|-m\rangle$ when both sides act on $|m'\rangle$ gives

$$H_{-m,-m'}=(-1)^{m'-m}H_{m,m'}^*.$$

For $m=3/2$, $m'=1/2$ this says $H_{43}=-H_{12}^*$, or $H_{34}=-H_{12}$. For $m'=-1/2$ it says $H_{24}=H_{13}$. Degeneracy follows because a single level would need $\Theta\phi=c\phi$, hence $\Theta^2\phi=|c|^2\phi$, which contradicts $\Theta^2=-1$.

The wrong matrix has a deceptive substitute. It commutes with $|m\rangle\to|-m\rangle$ combined with conjugation, which looks like time reversal. That operation squares to $+1$ and forces no pairing.

In any choice of phases, the quantity to inspect is the loop product $H_{12}H_{24}H_{43}H_{31}$. Each state enters once as a row and once as a column, so all phase factors cancel. Its value is $-|R|^2|S|^2$ for the right matrix and $+|R|^2|S|^2$ for the wrong one. Of the 16 ways to put signs on the four upper entries, 8 give the negative product and the doublets. One reversed $R$ is thus as harmful as one reversed $S$. Passing from hole to electron energies reverses all four and does no harm.

## The size of the error

Germanium suits the example because its lattice has inversion symmetry. Take the rough values $\gamma_1=13.4$, $\gamma_2=4.2$, $\gamma_3=5.7$, and $k=0.02$ per angstrom along [111]. With $\hbar^2/m_e=7.62$ eV angstrom$^2$,

$$P=\tfrac12(7.62)(13.4)(0.0004)=0.0204\ \text{eV}.$$

Since $k_x=k_y=k_z$, $Q=0$, $|R|=\gamma_3k^2/\sqrt3$ and $|S|=\sqrt2\,|R|$. In eV these are $|R|=0.0100$ and $|S|=0.0142$.

- Right signs: $0.0204\mp0.0174$, giving doublets at 0.0030 and 0.0378 eV.
- One $S$ reversed: single levels at $-0.0038$, 0.0163, 0.0246 and 0.0446 eV.

The heavy-hole doublet is replaced by two levels 0.0201 eV (20.1 meV) apart. The negative one lies above the valence edge, inside the gap. Its mass, $\hbar^2k^2/2E$, is $-0.40\,m_e$ instead of $0.50\,m_e$. Energies scale as $k^2$, so this band keeps rising with $k$. On a grid of directions with equal solid angles, a level lies in the gap for about 52 percent of them.

Some directions conceal all this. Along [001] both $R$ and $S$ vanish, and in the whole plane $k_z=0$ so does $S$. A band plot along [100] and [110] looks perfect. Cubic symmetry makes [110] and [011] equivalent, and with the right signs the lowest level at this $k$ is 0.0041 eV for both. With one sign reversed, [110] still gives 0.0041 eV but [011] gives $-0.0004$ eV.

## Where the harmless change does harm

Reversing both $S$ entries is a change of basis, so every other operator must be transformed in the same way. Some, such as $J_z$, come out unchanged, but others do not. Shear strain shows what happens otherwise. It adds $(2d/\sqrt3)\sum_{i<j}\{J_i,J_j\}\varepsilon_{ij}$, whose elements follow the same pattern with $S_\varepsilon=-d(\varepsilon_{xz}-i\varepsilon_{yz})$. Take $d=-5$ eV, a rough value for germanium, and $\varepsilon_{xz}=\varepsilon_{yz}=0.001$. Then $|S_\varepsilon|=0.0071$ eV, in phase with the $S$ of the example.

Consistent signs add the two, and the doublets lie at $-0.0031$ and 0.0439 eV. The negative value is genuine here: strain moves the edge itself to $-|S_\varepsilon|=-0.0071$ eV, so the heavy hole lies 0.0040 eV below the strained edge. If both $S$ entries are reversed in the $k$ part only, the two subtract. The doublets move to 0.0081 and 0.0327 eV, and the heavy hole appears 0.0152 eV below the edge. Every level is still a doublet, so a test of degeneracy misses this error.

## The model beside real germanium

The right masses along [111], $0.50\,m_e$ and $0.04\,m_e$, are of the size expected for germanium. One omission that matters at this $k$ is the split-off band. Restoring it 0.3 eV away (a rough value), by numerical diagonalization of the six-band matrix of $p$ orbitals times spin, shifts the unstrained light-hole energy along [111] by $-0.0021$ eV and leaves the heavy hole there unmoved to the digits given. Coupling to the conduction band shifts the light hole by an amount of order 0.001 eV; the crude estimate $E^2/E_g$, with a rough direct gap of 0.9 eV, gives 0.0016 eV. Each is about a tenth of the false splitting or less, which is itself comparable with the thermal energy of 0.026 eV at 300 K. Strain can matter as well: the shear strain above moves the heavy-hole level by 0.006 eV, and with consistent signs it changes the split-off shifts to about $-0.004$ eV for the light hole and $-0.0002$ eV for the heavy hole, corrections the four-band strained levels leave out. The strained edge also moves by about $-0.0002$ eV, so the depth of the heavy hole below it stays at 0.0040 eV. An electric field across a device breaks inversion symmetry, and doublets at a given $k$ are then no longer guaranteed. The sign rule for the inversion-symmetric part of the matrix still stands.
